# Why photon polarization decides the threshold law for electron-positron pairs

**Q.** I collide two linearly polarized photons head-on, with barely enough energy to make an electron-positron pair. Why should it matter whether the polarizations are parallel or perpendicular?

**A.** Because a slow pair has very few states open to it, and the photons must match their symmetry. Let \(L\) be the orbital angular momentum of the pair, \(S\) its total spin and \(J\) its total angular momentum.

Charge conjugation exchanges the two particles. Exchanging positions gives \((-1)^L\), exchanging spins gives \((-1)^{S+1}\), and reordering two fermions gives another minus sign. Hence
\[
C=(-1)^{L+S},\qquad P=-(-1)^L .
\]
The extra minus sign in \(P\) is the opposite intrinsic parity of a fermion and its antifermion. One photon is odd under \(C\), so two photons are even.

For \(L=0\), this excludes the triplet \({}^3S_1\), which has \(C=-1\), and leaves the singlet \({}^1S_0\), with \(J=0\) and odd parity. A \(J=0\) amplitude must be unchanged by rotations. It must also be linear in each polarization vector \(\mathbf e_1,\mathbf e_2\). With the beam direction \(\mathbf n\), the available quantities are
\[
d=\mathbf e_1\cdot\mathbf e_2,\qquad
s=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2).
\]
Reflection of all vectors leaves \(d\) unchanged and reverses \(s\). The odd-parity singlet therefore needs \(s\). Exchanging the photons means \(\mathbf e_1\leftrightarrow\mathbf e_2\) and \(\mathbf n\to-\mathbf n\), which preserves \(s\), as Bose symmetry demands. Perpendicular polarizations have \(|s|=1\), and parallel ones have \(s=0\). Parallel photons therefore have no S state available.

**Q.** Why does losing the S state cost powers of the speed?

**A.** Near threshold the amplitude is a regular power series in the electron momentum \(\mathbf p\), since the exchanged electron is far from its mass shell. An angular dependence with \(L=1\) needs at least one factor of \(\mathbf p\). The P-wave amplitude thus starts at order \(\beta\), where \(\beta\) is the speed of either lepton in units of \(c\). Squaring gives \(\beta^2\), and the density of final states supplies one more \(\beta\). An S wave has only the last factor.

Symmetry permits these leading terms but does not prove that their coefficients are nonzero. For that we need the amplitude.

**Q.** Then start from the Feynman diagrams. What are your conventions?

**A.** I work at tree level in the centre-of-mass frame, with \(\hbar=c=1\), electron mass \(m\), metric \((+,-,-,-)\) and real unit polarization vectors perpendicular to \(\mathbf n\). The four-momenta are
\[
k_{1,2}=\omega(1,\pm\mathbf n),\quad
p=(\omega,\mathbf p),\quad p'=(\omega,-\mathbf p),
\]
with \(|\mathbf p|=\beta\omega\) and \(m^2=\omega^2(1-\beta^2)\). Let \(\hat p=\mathbf p/|\mathbf p|\), \(c=\hat p\cdot\mathbf n\) and \(x_j=\hat p\cdot\mathbf e_j\). From here on \(c\) is this cosine.

Write \(g_j=\boldsymbol\gamma\cdot\mathbf e_j\). The polarization vertex is \(-g_j\), and the two minus signs in each diagram cancel. Up to an overall phase,
\[
M=e^2\bar u(p)\left[
g_1\frac{\not p-\not k_1+m}{(p-k_1)^2-m^2}g_2
+g_2\frac{\not p-\not k_2+m}{(p-k_2)^2-m^2}g_1
\right]v(p').
\]
The denominators are \(-2p\cdot k_{1,2}=-2\omega^2(1\mp\beta c)\).

For the numerators, anticommuting the gamma matrices gives \(g_1\not p=-\not p g_1+2\mathbf p\cdot\mathbf e_1\). Since \(\bar u(\not p-m)=0\),
\[
\bar u g_1(\not p+m)
=\bar u[2\mathbf p\cdot\mathbf e_1-(\not p-m)g_1]
=2\beta\omega x_1\bar u .
\]
Also \(g_1\not k_1=-\not k_1g_1\), because \(\mathbf e_1\) is transverse. The first numerator becomes \(2\beta\omega x_1g_2+\not k_1g_1g_2\), and the second follows by exchanging labels. With \(F_1=-\not k_1g_1g_2\) and \(F_2=-\not k_2g_2g_1\),
\[
M=\frac{e^2}{2\omega^2}\bar u\left[
\frac{F_1-2\beta\omega x_1g_2}{1-\beta c}
+\frac{F_2-2\beta\omega x_2g_1}{1+\beta c}\right]v .
\]

**Q.** Where do \(d\) and \(s\) appear?

**A.** In the products of polarization matrices. With \(\boldsymbol\alpha=\gamma^0\boldsymbol\gamma=\gamma_5\boldsymbol\Sigma\),
\[
g_1g_2=-d-is\Sigma_n,\qquad g_2g_1=-d+is\Sigma_n,
\]
where \(\Sigma_n=\boldsymbol\Sigma\cdot\mathbf n\). Let \(\Gamma=\boldsymbol\gamma\cdot\mathbf n\). Because \(\Sigma_n^2=1\), we have \(\Gamma\Sigma_n=\gamma^0\gamma_5\). Thus
\[
\begin{aligned}
F_1&=\omega(\gamma^0-\Gamma)(d+is\Sigma_n)\\
&=\omega[d\gamma^0-d\Gamma+is\gamma^0\Sigma_n-is\gamma^0\gamma_5],\\
F_2&=\omega(\gamma^0+\Gamma)(d-is\Sigma_n)\\
&=\omega[d\gamma^0+d\Gamma-is\gamma^0\Sigma_n-is\gamma^0\gamma_5].
\end{aligned}
\]
Put both diagrams over \(D=1-\beta^2c^2\). The \(F\) terms combine as \((F_1+F_2)+\beta c(F_1-F_2)\). Using \(\bar u=u^\dagger\gamma^0\), we obtain
\[
\begin{aligned}
M=\frac{e^2}{\omega D}u^\dagger\big[&d-is\gamma_5
+\beta c(-d\,\alpha_n+is\Sigma_n)\\
&-\beta x_1(1+\beta c)\alpha_2
-\beta x_2(1-\beta c)\alpha_1\big]v ,
\end{aligned}
\]
where \(\alpha_n=\boldsymbol\alpha\cdot\mathbf n\) and \(\alpha_j=\boldsymbol\alpha\cdot\mathbf e_j\).

**Q.** The first term contains \(d\) without any factor of \(\beta\). Doesn't that let parallel photons through at threshold?

**A.** It would if \(u^\dagger v\) were nonzero. Take \(H=\boldsymbol\alpha\cdot\mathbf p+\gamma^0m\). The electron spinor obeys \(Hu=\omega u\). The positron has momentum \(-\mathbf p\), so its equation \((\not p'+m)v=0\), multiplied by \(\gamma^0\), reads
\[
(\omega+\boldsymbol\alpha\cdot\mathbf p+\gamma^0m)v=0,
\qquad\text{or}\qquad Hv=-\omega v .
\]
Eigenvectors of a Hermitian matrix with different eigenvalues are orthogonal. Hence \(u^\dagger v=0\) at every speed, and that term disappears.

**Q.** How do I recognize singlet and triplet pairs in what remains?

**A.** Use two-component rest-frame spinors \(\phi,\chi\), and set \(\eta=\boldsymbol\sigma\cdot\mathbf p/(\omega+m)\):
\[
u=\sqrt{\omega+m}\begin{pmatrix}\phi\\ \eta\phi\end{pmatrix},
\qquad
v=\sqrt{\omega+m}\begin{pmatrix}-\eta\chi\\ \chi\end{pmatrix}.
\]
The positron's physical spinor \(\xi\) enters through \(\chi=i\sigma_2\xi^*\). The matrix \(i\sigma_2\) is antisymmetric, so \(\phi^\dagger\chi\) is antisymmetric in the two spins and describes a singlet. The matrices \(\sigma_i i\sigma_2\) are symmetric, so \(\phi^\dagger\boldsymbol\sigma\chi\) describes a triplet.

We need three matrix elements. The matrix \(\gamma_5\) exchanges upper and lower components, and \(\eta^2=(\omega-m)/(\omega+m)\), so
\[
u^\dagger\gamma_5v=(\omega+m)\phi^\dagger(1-\eta^2)\chi
=2m\,\phi^\dagger\chi .
\]
The matrix \(\Sigma_n\) does not exchange them:
\[
u^\dagger\Sigma_nv
=\phi^\dagger[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf n]\chi
=2i\phi^\dagger\boldsymbol\sigma\cdot(\mathbf p\times\mathbf n)\chi .
\]
For any vector \(\mathbf a\), the identity
\((\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf p)=2(\mathbf p\cdot\mathbf a)\boldsymbol\sigma\cdot\mathbf p-p^2\boldsymbol\sigma\cdot\mathbf a\), with \(p^2=\omega^2-m^2\) in this line, gives
\[
u^\dagger\boldsymbol\alpha\cdot\mathbf a\,v
=\phi^\dagger\boldsymbol\sigma\cdot\mathbf V(\mathbf a)\chi,\quad
\mathbf V(\mathbf a)=2\omega\mathbf a-\frac{2(\mathbf p\cdot\mathbf a)\mathbf p}{\omega+m}.
\]

Now write \(M=\phi^\dagger(A+\mathbf B\cdot\boldsymbol\sigma)\chi\). The singlet part is
\[
A=-\frac{2ie^2ms}{\omega D}.
\]
Two triplet terms carry an explicit \(\beta c\) beyond the leading P-wave form. They cancel. The \(\Sigma_n\) term contributes \(-2s\beta^2c\omega\,\hat p\times\mathbf n\) inside the bracket. The other contribution is
\[
-\beta^2c\,\mathbf V(x_1\mathbf e_2-x_2\mathbf e_1)
=+2s\beta^2c\omega\,\hat p\times\mathbf n,
\]
because \(x_1\mathbf e_2-x_2\mathbf e_1=-s\,\hat p\times\mathbf n\), a vector perpendicular to \(\mathbf p\). What remains is
\[
\mathbf B=-\frac{e^2\beta}{\omega D}\mathbf V(\mathbf t),\qquad
\mathbf t=dc\,\mathbf n+x_1\mathbf e_2+x_2\mathbf e_1 .
\]
These formulas hold at tree level for any \(\beta<1\). The singlet is proportional to \(s\), and the triplet has an overall factor \(\beta\).

**Q.** What happens to the two diagrams exactly at threshold?

**A.** For parallel photons, the terms \(-d\Gamma\) and \(+d\Gamma\) in \(F_1\) and \(F_2\) give triplet amplitudes \(-e^2\mathbf n\) and \(+e^2\mathbf n\). Each diagram in this gauge would make a triplet S state, but their sum does not. This is the selection rule from charge conjugation at work.

For perpendicular photons with \(s=1\), each diagram gives the singlet amplitude \(-ie^2\). These add to \(-2ie^2\). So the coefficient of the permitted S wave is indeed nonzero.

**Q.** Can you turn that into a cross section, including the factors of two?

**A.** The flux factor for two massless particles meeting head-on is \(8\omega^2\). Two-body phase space, after the momentum delta function has been used, is
\[
\frac{d\Omega}{16\pi^2\omega^2}\int p^2\,dp\,
\delta(2E_p-2\omega)
=\frac{\beta\,d\Omega}{32\pi^2},
\]
where \(p\) is now the magnitude and \(dp/d(2E_p)=E_p/(2p)\). This is the promised factor \(\beta\). With \(e^2=4\pi\alpha\) and \(r_e=\alpha/m\),
\[
\frac{d\sigma}{d\Omega}
=\frac{\beta}{256\pi^2\omega^2}\sum|M|^2
=\frac{\beta r_e^2m^2}{16\omega^2}\sum\left|\frac{M}{e^2}\right|^2 .
\]
We sum over final spins. Complete bases for \(\phi\) and \(\chi\) turn the sum into a trace:
\[
\sum|M|^2
=\mathrm{Tr}\big[(A+\mathbf B\cdot\boldsymbol\sigma)
(A+\mathbf B\cdot\boldsymbol\sigma)^\dagger\big]
=2(|A|^2+|\mathbf B|^2).
\]
Singlet-triplet interference vanishes because the Pauli matrices are traceless.

For perpendicular polarizations at leading order, \(|A|^2=4e^4\) and \(\mathbf B\) is negligible. The spin sum is \(8e^4\), independent of direction. Therefore
\[
\sigma_\perp\simeq4\pi\,\frac{\beta r_e^2}{16}\,8
=2\pi r_e^2\beta .
\]

**Q.** And for parallel polarizations?

**A.** Set \(\mathbf e_1=\mathbf e_2=\mathbf e\), so \(d=1\), \(s=0\) and \(A=0\). Near threshold \(\mathbf V(\mathbf t)\simeq2m\mathbf t\), hence \(\mathbf B\simeq-2e^2\beta\mathbf t\), with
\[
\mathbf t=c\,\mathbf n+2(\hat p\cdot\mathbf e)\mathbf e,
\qquad |\mathbf t|^2=c^2+4(\hat p\cdot\mathbf e)^2 .
\]
The spin sum is \(8e^4\beta^2|\mathbf t|^2\). Each squared direction cosine averages to \(1/3\), so \(\langle|\mathbf t|^2\rangle=5/3\) and
\[
\sigma_\parallel\simeq2\pi r_e^2\beta^3\,\frac53
=\frac{10\pi}{3}r_e^2\beta^3 .
\]

**Q.** Which P states are these?

**A.** Let \(\mathbf b=\mathbf n\times\mathbf e\). Since \(\hat p=c\mathbf n+(\hat p\cdot\mathbf e)\mathbf e+(\hat p\cdot\mathbf b)\mathbf b\),
\[
\mathbf t=\hat p+\big[(\hat p\cdot\mathbf e)\mathbf e
-(\hat p\cdot\mathbf b)\mathbf b\big].
\]
The first piece gives \(\boldsymbol\sigma\cdot\hat p\), a scalar under joint rotations of spin and direction. It is \({}^3P_0\). The second couples \(\hat p\) and \(\boldsymbol\sigma\) through a symmetric traceless tensor, so it is \({}^3P_2\). That tensor changes sign under a quarter turn about \(\mathbf n\), returns after a half turn, and has components only in the transverse plane. It carries \(J_z=\pm2\) along the beam. A \({}^3P_1\) state would need an antisymmetric tensor, and there is none.

The squared pieces average to \(1\) and \(2/3\), and their cross term averages to zero. Thus \({}^3P_0\) supplies three fifths of the leading parallel cross section and \({}^3P_2\) two fifths.

**Q.** If I detect pairs from perpendicular photons, are they all singlets?

**A.** Only in the threshold limit. For \(d=0\), \(\mathbf t=x_1\mathbf e_2+x_2\mathbf e_1\). This is again symmetric and traceless: the same \({}^3P_2\) pattern, turned by \(45^\circ\) about the beam. Its average square is \(2/3\), so it adds \((4\pi/3)r_e^2\beta^3\).

The singlet also has a correction. Using \(m^2/\omega^2=1-\beta^2\) once from \(|A|^2\) and once from the cross-section prefactor,
\[
\sigma_S=2\pi r_e^2\beta(1-\beta^2)^2
\left\langle\frac1{D^2}\right\rangle .
\]
Since \(\langle D^{-2}\rangle=1+2\beta^2\langle c^2\rangle+\cdots=1+2\beta^2/3+\cdots\), the singlet factor is \(1-4\beta^2/3\). Adding the triplet's \(+2\beta^2/3\) gives
\[
\sigma_\perp=2\pi r_e^2\beta
\left[1-\frac23\beta^2+O(\beta^4)\right].
\]
The singlet is not purely S wave away from threshold either. Its factor \(1/D=1+\beta^2c^2+\cdots\) contains a D-wave amplitude of order \(\beta^2\).

**Q.** Could I see the difference in the angular distribution as well?

**A.** Yes. Near threshold, perpendicular photons give an isotropic yield. Parallel photons give \(c^2+4(\hat p\cdot\mathbf e)^2\): relative intensities 1 along the beam, 4 along the common polarization, and 0 along \(\mathbf b\). The last zero survives at higher speed within tree level, because \(c=\hat p\cdot\mathbf e=0\) makes \(\mathbf t=0\), while \(s=0\) removes the singlet.

**Q.** My polarizers will not be perfectly aligned. How much does that matter?

**A.** If the polarizations are an angle \(\delta\) away from parallel, \(s^2=\sin^2\delta\). The leaked singlet contributes about \(2\pi r_e^2\beta\sin^2\delta\). For small \(\delta\), it equals the parallel P-wave signal when
\[
\sin^2\delta\simeq\frac53\beta^2 .
\]
At tree level the tolerable misalignment therefore shrinks in proportion to \(\beta\); this rule stops holding once \(\beta\) is comparable to \(\alpha\), where the Coulomb attraction discussed at the end takes over. A measured term linear in \(\beta\) with nominally parallel polarizations could simply be this leakage.

**Q.** Put in numbers for a pair with \(\beta=0.2\).

**A.** The photon energy is
\[
\omega=\frac{m}{\sqrt{1-0.2^2}}=1.0206\,m,
\]
or 521.5 keV per photon. Each lepton has kinetic energy \(0.0206\,m\). I use \(r_e^2=79.41\) mb.

For perpendicular polarizations, the leading formula gives \(2\pi(0.2)=1.257\) in units of \(r_e^2\). The first correction reduces it to \(1.257(1-2\times0.04/3)=1.223\). Integrating the full tree amplitude gives 1.222, made of 1.190 from singlets and 0.032 from triplets. Thus
\[
\sigma_\perp=1.222\times79.41\ \text{mb}\simeq97\ \text{mb}.
\]
The S wave accounts for 99.985% of the singlet part.

For parallel polarizations, the leading formula gives \(10\pi(0.2)^3/3=0.0838\), about 5% above the full tree value 0.0798. The latter gives
\[
\sigma_\parallel=0.0798\times79.41\ \text{mb}\simeq6.3\ \text{mb}.
\]
Perpendicular photons are about 15 times as productive. The leakage condition above is \(\sin^2\delta\simeq0.067\) at this speed.

**Q.** How far can I trust the simple ratio of the two laws?

**A.** Within tree level, compare the leading ratio \(5\beta^2/3\) with the full one:

| \(\beta\) | full \(\sigma_\parallel/\sigma_\perp\) | \(5\beta^2/3\) |
|---|---|---|
| 0.05 | 0.0042 | 0.0042 |
| 0.20 | 0.0653 | 0.0667 |
| 0.40 | 0.246 | 0.267 |

The numerical check checks \(A\), and \(\mathbf B\) in its form before the two \(\beta c\) terms are cancelled, against the original diagrams. It checks the threshold powers and coefficients against angular integration of those diagrams.

**Q.** May I then take \(\beta\) all the way to zero in a real experiment?

**A.** Not with these formulas. The outgoing electron and positron attract each other, and tree level omits that. At a separation of order \(1/p\), the Coulomb energy is of order \(\alpha p\), while the kinetic energy is of order \(p^2/m\). Their ratio is of order \(\alpha/\beta\), so the attraction becomes strong as the pair slows down.

This estimate fixes only the scale \(\alpha/\beta\), not its numerical coefficient, so I allow a factor \(\pi\) as a margin. A cautious range for the threshold laws is then \(\pi\alpha\ll\beta\ll1\). At \(\beta=0.2\), \(\pi\alpha/\beta=0.115\), which is small but not negligible; it indicates the order of the Coulomb correction, not its value. The cross sections in millibarn above are tree-level values. At this speed the attraction raises both by several per cent, so they should not be read as predictions for a measurement. Below this range the powers \(\beta\) and \(\beta^3\) describe the tree-level cross sections, not the observed yield. The restriction on the S state is different: it came from rotation, parity and charge-conjugation symmetry, which the Coulomb attraction respects.

## Values computed for the example and the checks

```
largest error of reduced amplitude (units e^2): 1.1e-15
largest overlap u^dagger v (units m): 1.0e-16
threshold amplitudes, diagram 1, diagram 2, sum (units e^2):
  parallel, triplet along n: -1.000, 1.000, 0.000
  perpendicular, singlet (imaginary part): -1.000, -1.000, -2.000
P-wave weights, angular average of |T.phat|^2 (3P0, 3P1, 3P2):
  parallel: 1.0000, 0.0000, 0.6667
  perpendicular: 0.0000, 0.0000, 0.6667
speeds used for the power laws (units c): 0.005, 0.01
power of beta, perpendicular: 0.9999
power of beta, parallel: 2.9999
relative beta^2 correction, perpendicular: -0.6667
parallel pattern along n, e, b (relative): 1.000, 4.000, 0.000
beta | sigma_perp | sigma_par (units r_e^2) | par/perp | 5 beta^2/3
  0.05 | 0.31363 | 0.001305 | 0.00416 | 0.00417
  0.10 | 0.62410 | 0.010347 | 0.01658 | 0.01667
  0.20 | 1.22233 | 0.079784 | 0.06527 | 0.06667
  0.40 | 2.22084 | 0.545305 | 0.24554 | 0.26667
example: beta = 0.2
photon energy: 1.02062 mc^2 = 521.54 keV
kinetic energy per lepton: 0.02062 mc^2
r_e^2: 79.408 mb
sigma perpendicular: 1.22233 r_e^2 = 97.06 mb
  singlet part: 1.19016 r_e^2
  triplet part: 0.03218 r_e^2
  S-wave share of singlet part: 0.999852
  leading formula 2 pi beta: 1.25664 r_e^2
  with beta^2 correction: 1.22313 r_e^2
sigma parallel: 0.07978 r_e^2 = 6.335 mb
  leading formula 10 pi beta^3/3: 0.08378 r_e^2
ratio perpendicular/parallel: 15.321
Coulomb parameter pi alpha/beta: 0.1146
```
